# Spin and Parity Selection Rules for James-Coolidge Σ⁺ Functions

At a fixed internuclear distance, two electrons in the field of two protons have a lowest singlet gerade state, a lowest triplet ungerade state, and further states of the other two combinations of spin and parity. A variational calculation with explicitly correlated functions can treat each combination separately, provided that the trial function has the right symmetry from the start. In the James-Coolidge basis this is achieved by choosing integer powers and by combining functions in pairs. The rules below say which powers and which pairs, and why no others are possible.

## Hamiltonian and coordinates

The nuclei are fixed on the \(z\) axis, nucleus \(a\) at \(z=-R/2\) and nucleus \(b\) at \(z=+R/2\), each with charge \(Z\). In atomic units the nonrelativistic, spin-free Hamiltonian is
\[
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_{ia}}-\frac{Z}{r_{ib}}\right)+\frac1{r_{12}}+\frac{Z^2}{R}.
\]
For each electron define
\[
\xi=\frac{r_a+r_b}{R}\ge 1,\qquad \eta=\frac{r_a-r_b}{R}\in[-1,1],
\]
and let \(\phi\) be the azimuth about the \(z\) axis. With \(\rho=2r_{12}/R\), the basis functions are
\[
[mnjkp]=e^{-\alpha(\xi_1+\xi_2)}\,\xi_1^m\xi_2^n\eta_1^j\eta_2^k\rho^p ,
\]
where all powers are non-negative integers and \(\alpha>0\) is common to both electrons and to all functions.

The dependence of \(\rho\) on the azimuths is needed later. From \(r_a=R(\xi+\eta)/2\) and \(r_b=R(\xi-\eta)/2\),
\[
r_a^2-r_b^2=R^2\xi\eta,\qquad r_a^2+r_b^2=\tfrac12R^2(\xi^2+\eta^2).
\]
The positions of the nuclei give \(r_a^2-r_b^2=2Rz\) and \(r_a^2+r_b^2=2r^2+R^2/2\). Equating the two forms,
\[
z=\frac R2\,\xi\eta,\qquad r^2=\frac{R^2}{4}(\xi^2+\eta^2-1).
\]
The squared distance from the axis is therefore
\[
s^2=r^2-z^2=\frac{R^2}{4}(\xi^2+\eta^2-1-\xi^2\eta^2)=\frac{R^2}{4}(\xi^2-1)(1-\eta^2).
\]
Inserting these in \(r_{12}^2=r_1^2+r_2^2-2z_1z_2-2s_1s_2\cos(\phi_1-\phi_2)\) and multiplying by \(4/R^2\),
\[
\rho^2=A-2M\cos(\phi_1-\phi_2),
\]
\[
A=\xi_1^2+\xi_2^2+\eta_1^2+\eta_2^2-2-2\xi_1\xi_2\eta_1\eta_2,
\]
\[
M=\sqrt{(\xi_1^2-1)(\xi_2^2-1)(1-\eta_1^2)(1-\eta_2^2)} .
\]

## Inversion: gerade and ungerade

Let \(I\) invert the positions of both electrons through the midpoint of the nuclei. The distance of \(-\mathbf r\) from nucleus \(a\) equals the distance of \(\mathbf r\) from nucleus \(b\), so \(r_a\) and \(r_b\) are interchanged. Hence
\[
\xi_i\to\xi_i,\qquad \eta_i\to-\eta_i,\qquad \phi_i\to\phi_i+\pi,\qquad \rho\to\rho .
\]
The last relation holds because \(|-\mathbf r_1+\mathbf r_2|=r_{12}\). Each factor \(\eta_i\) contributes one sign, and
\[
I[mnjkp]=(-1)^{j+k}[mnjkp].
\]
A function with even \(j+k\) is gerade, with inversion eigenvalue \(g=+1\); one with odd \(j+k\) is ungerade, with \(g=-1\).

The restriction is on the sum. Both powers may be odd in a gerade state, as in \(\eta_1\eta_2\). Since \(z=R\xi\eta/2\), the sign of \(\eta\) tells on which side of the midplane an electron lies, so \(\eta_1\eta_2\) is negative when the electrons are on opposite sides. It lets the wavefunction distinguish that arrangement from the one with both electrons on the same side.

Inverting one electron alone leaves the attraction and kinetic energy unchanged, and for \(p=0\) it multiplies a basis function by \((-1)^j\) or \((-1)^k\). These two operators therefore do not couple \(p=0\) functions that differ in the parity of \(j\) or of \(k\). The repulsion does, because inverting one electron changes \(r_{12}\) in general. Without repulsion, the parity of each electron would be conserved.

## Exchange: singlet and triplet

Let \(P\) exchange the positions of the electrons. Since \(\rho\) and the exponential are symmetric,
\[
P[mnjkp]=e^{-\alpha(\xi_1+\xi_2)}\xi_2^m\xi_1^n\eta_2^j\eta_1^k\rho^p=[nmkjp].
\]
The powers of \(\xi\) and of \(\eta\) must be exchanged together, because both belong to the same electron.

The complete wavefunction changes sign when positions and spins are both exchanged. The singlet spin function \((\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\) is odd under spin exchange. The triplet functions \(\uparrow\uparrow\), \((\uparrow\downarrow+\downarrow\uparrow)/\sqrt2\) and \(\downarrow\downarrow\) are even. The spatial function \(\Psi\) must supply the opposite sign:
\[
P\Psi=s\Psi,\qquad s=+1\ \text{(singlet)},\qquad s=-1\ \text{(triplet)}.
\]
Because \(P^2=1\), the combination
\[
\Phi_s=[mnjkp]+s[nmkjp]
\]
satisfies \(P\Phi_s=[nmkjp]+s[mnjkp]=s\Phi_s\). The sum \(j+k\) is the same in both terms, so \(\Phi_s\) also has definite parity. If \(m=n\) and \(j=k\), the two terms coincide and the triplet combination vanishes.

The simplest members of the four classes, apart from the common exponential, are
\[
{}^1\Sigma_g^+:\ 1,\qquad {}^3\Sigma_g^+:\ \xi_1-\xi_2,
\]
\[
{}^1\Sigma_u^+:\ \eta_1+\eta_2,\qquad {}^3\Sigma_u^+:\ \eta_1-\eta_2 .
\]

## Why these are Σ⁺ states

Rotating both electrons by the same angle about the axis leaves every \(\xi_i\), every \(\eta_i\) and \(\phi_1-\phi_2\) unchanged. The basis functions are invariant, so their axial orbital angular momentum is zero: they are \(\Sigma\) functions. Reflection in a plane containing the axis can be written \(\phi_i\to-\phi_i\). The cosine in \(\rho^2\) is even, so the functions are again invariant. This is the meaning of the superscript plus.

No combination of these functions can give \(\Sigma^-\), whose wavefunction changes sign under this reflection. A suitable additional factor is \(M\sin(\phi_1-\phi_2)\), which is proportional to \(x_1y_2-y_1x_2\) and hence smooth on the axis. Inversion adds \(\pi\) to both azimuths and leaves this factor unchanged, so the rule for \(j+k\) is kept. Exchange reverses its sign, so the rule for the remaining factor is reversed: a \(\Sigma^-\) singlet needs the difference \([mnjkp]-[nmkjp]\), a triplet the sum.

## Why no other coefficients are allowed

The functions selected so far have the right symmetry. It remains to show that a finite expansion
\[
\Psi=\sum_{mnjkp}c_{mnjkp}[mnjkp]
\]
cannot acquire the symmetry in another way, through cancellation between functions that individually lack it. This requires linear independence.

Suppose that \(\Psi=0\) everywhere. Divide by the nonzero exponential and collect powers of \(\rho\):
\[
\sum_p C_p(\xi_1,\xi_2,\eta_1,\eta_2)\rho^p=0,\qquad
C_p=\sum_{mnjk}c_{mnjkp}\xi_1^m\xi_2^n\eta_1^j\eta_2^k .
\]
Fix \(\xi_i>1\) and \(|\eta_i|<1\). Then \(M>0\), and varying \(\phi_1-\phi_2\) moves \(\rho^2\) through the whole interval from \(A-2M\) to \(A+2M\). The left side is a polynomial in \(\rho\) with infinitely many zeros, so every \(C_p\) vanishes at the chosen point. This is true throughout an open region of the four independent variables. A polynomial that vanishes there has only zero coefficients, so every \(c_{mnjkp}=0\). The functions are linearly independent.

Now impose parity \(g\). The condition \((1-gI)\Psi=0\) reads
\[
\sum_{mnjkp}c_{mnjkp}\left[1-g(-1)^{j+k}\right][mnjkp]=0 .
\]
The bracketed number is 0 if \((-1)^{j+k}=g\) and 2 otherwise. By independence, every coefficient with the wrong parity of \(j+k\) must vanish.

For exchange, rename the summation indices in \(P\Psi\):
\[
P\Psi=\sum_{mnjkp}c_{mnjkp}[nmkjp]=\sum_{mnjkp}c_{nmkjp}[mnjkp].
\]
Here a coefficient not present in the expansion counts as zero. The condition \((1-sP)\Psi=0\) gives, again by independence,
\[
c_{mnjkp}=s\,c_{nmkjp}.
\]
Thus the rules are necessary as well as sufficient:

- gerade requires even \(j+k\), ungerade requires odd \(j+k\);
- singlet requires \(c_{mnjkp}=c_{nmkjp}\), triplet requires \(c_{mnjkp}=-c_{nmkjp}\).

If a basis list contains a function but not its exchange partner, the function must have zero coefficient in either spin symmetry. A useful list is therefore closed under \((m,n,j,k,p)\to(n,m,k,j,p)\).

## Block sizes and matrix elements

Let a closed list contain \(N_{\rm even}\) functions with even \(j+k\), \(N_{\rm odd}\) with odd \(j+k\), and \(F\) functions with \(m=n\), \(j=k\). The last have \(j+k=2j\), so all belong to the even set. The other functions form pairs, and each pair gives one singlet and one triplet combination. Consequently
\[
N({}^1\Sigma_g^+)=\frac{N_{\rm even}-F}{2}+F=\frac{N_{\rm even}+F}{2},
\]
\[
N({}^3\Sigma_g^+)=\frac{N_{\rm even}-F}{2},\qquad
N({}^1\Sigma_u^+)=N({}^3\Sigma_u^+)=\frac{N_{\rm odd}}{2}.
\]
These counts are a quick check of an implementation.

To construct a block, go through the list as follows.

1. Discard functions for which \((-1)^{j+k}\ne g\).
2. Locate the partner \([nmkjp]\), and keep one representative of each pair.
3. For a self-exchanged function, keep it for a singlet and discard it for a triplet.
4. Form \(\Phi_s\) for each representative.

Let \(f\) and \(h\) be two representatives. The operator \(P\) is unitary and its own inverse, and it commutes with \(H\). Expanding the matrix element,
\[
\begin{aligned}
\langle f+sPf|H|h+sPh\rangle
={}&\langle f|H|h\rangle+s\langle f|H|Ph\rangle\\
&+s\langle Pf|H|h\rangle+\langle Pf|H|Ph\rangle .
\end{aligned}
\]
The third term equals the second and the fourth equals the first, because \(P\) can be moved through \(H\). Therefore
\[
\langle f+sPf|H|h+sPh\rangle=2\left(\langle f|H|h\rangle+s\langle f|H|Ph\rangle\right).
\]
The overlap follows by replacing \(H\) with 1. The formula also covers a self-exchanged singlet, if its function is taken as \(f+Pf=2f\). Using \(f\) instead is equally valid, but then its normalization must be the same in \(H\) and in the overlap.

Inversion also commutes with \(H\), since it interchanges two equal nuclear attractions. For functions \(\Phi,\Phi'\) with parities \(g,g'\),
\[
\langle\Phi|H|\Phi'\rangle=\langle I\Phi|H|I\Phi'\rangle=gg'\langle\Phi|H|\Phi'\rangle .
\]
If \(gg'=-1\), the element is zero. The same argument with \(P\) separates \(s=+1\) from \(s=-1\), and with \(H\) replaced by 1 it applies to overlaps. The generalized eigenvalue problem thus splits into four. With accurately evaluated integrals, the lowest root in each block is an upper bound to the lowest exact energy of that symmetry, because the trial functions lie entirely within that symmetry sector.

## When the rules change

For unequal nuclear charges, use
\[
\frac1{r_a}=\frac{2}{R(\xi+\eta)}=\frac{2(\xi-\eta)}{R(\xi^2-\eta^2)},\qquad
\frac1{r_b}=\frac{2(\xi+\eta)}{R(\xi^2-\eta^2)} .
\]
The attraction of one electron becomes
\[
-\frac{Z_a}{r_a}-\frac{Z_b}{r_b}
=-\frac{2}{R}\,\frac{(Z_a+Z_b)\xi-(Z_a-Z_b)\eta}{\xi^2-\eta^2}.
\]
The term proportional to \(Z_a-Z_b\) is odd in \(\eta\) and couples even with odd \(j+k\). Both must then be included. The exchange rule survives, since the electrons remain identical. That rule rests on \(H\) commuting with the exchange of positions alone. A Hamiltonian with spin-dependent terms need commute only with the joint exchange of positions and spins, so the separation of singlets from triplets is then no longer guaranteed.

The rules also change if the exponential is not symmetric. Kolos-Wolniewicz functions contain
\[
e^{-\alpha\xi_1-\bar\alpha\xi_2+b},\qquad b=\beta\eta_1+\bar\beta\eta_2 .
\]
Inversion changes \(b\) to \(-b\), so for nonzero \(b\) the parity of \(j+k\) alone no longer fixes the symmetry. A function of parity \(g\) is
\[
W=e^{-\alpha\xi_1-\bar\alpha\xi_2}\xi_1^m\xi_2^n\eta_1^j\eta_2^k\rho^p
\left[e^b+g(-1)^{j+k}e^{-b}\right].
\]
Under inversion the powers give \((-1)^{j+k}\), while the bracket becomes
\[
e^{-b}+g(-1)^{j+k}e^b=g(-1)^{j+k}\left[e^b+g(-1)^{j+k}e^{-b}\right].
\]
The product of the signs is \(g\), as required. The bracket is \(2\cosh b\) when \((-1)^{j+k}=g\) and \(2\sinh b\) otherwise, so both parities of \(j+k\) are available in each state. When \(\beta=\bar\beta=0\), it is 2 or 0, and the James-Coolidge restriction returns.

The spin-adapted function is \(W+sPW\). Here \(P\) exchanges \(m\) with \(n\) and \(j\) with \(k\), and also \(\alpha\) with \(\bar\alpha\) and \(\beta\) with \(\bar\beta\). A triplet with \(m=n\) and \(j=k\) can now survive, because the exponents may distinguish the two terms.

The extra exponents have a direct meaning. For \(\beta=\alpha\), the factor for electron 1 is \(e^{-\alpha(\xi_1-\eta_1)}=e^{-2\alpha r_{1b}/R}\), an exponential centred on nucleus \(b\). Choosing \(\bar\beta=-\bar\alpha\) centres electron 2 on nucleus \(a\). The bracket adds the arrangement with the nuclei interchanged, which is the form needed for two separated atoms.

## Hydrogen molecule at 1.4 bohr

Take H₂ with \(R=1.4\) bohr, \(\alpha=0.7\), \(m+n+j+k\le4\) and \(p=0,1\). If \(j+k=d\), there are \(d+1\) choices of \((j,k)\) and \((5-d)(6-d)/2\) choices of \((m,n)\). For each \(p\), the numbers for \(d=0,\ldots,4\) are 15, 20, 18, 12 and 5. Hence
\[
N_{\rm even}=2(15+18+5)=76,\qquad N_{\rm odd}=2(20+12)=64 .
\]
Self-exchanged functions require \(2m+2j\le4\), which has six solutions, so \(F=2\times6=12\). The gerade blocks have \((76+12)/2=44\) singlet and \((76-12)/2=32\) triplet functions; each ungerade block has \(64/2=32\). The total is 140.

The energies below are in hartree and include nuclear repulsion. "One term" refers to the simplest member listed earlier, and "CI" to an independent full configuration interaction calculation in the aug-cc-pVTZ Gaussian basis.

| State | One term | Block | CI |
|---|---|---|---|
| \({}^1\Sigma_g^+\) | −1.0735 | −1.1743 | −1.1726 |
| \({}^3\Sigma_u^+\) | −0.6106 | −0.7836 | −0.7834 |
| \({}^3\Sigma_g^+\) | −0.5735 | −0.7110 | −0.7127 |
| \({}^1\Sigma_u^+\) | −0.3605 | −0.7000 | −0.7046 |

The one-term ungerade energies show what the exchange sign does. Let \(u\) and \(v\) be the normalized orbitals proportional to \(e^{-\alpha\xi}\) and \(\eta e^{-\alpha\xi}\). They have opposite parity and are orthogonal. The normalized states are \([v(1)u(2)\pm u(1)v(2)]/\sqrt2\), with plus for the singlet. In the cross term, every one-electron contribution contains an overlap \(\langle u|v\rangle=0\), and so does the constant nuclear repulsion. What remains is
\[
E_{\rm singlet}-E_{\rm triplet}=2K,\qquad
K=\iint\frac{u(1)v(1)\,u(2)v(2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2>0 .
\]
\(K\) is positive because it is twice the electrostatic self-energy of the charge distribution \(uv\). The table gives \(2K=-0.3605+0.6106=0.2501\) hartree, or \(K\approx0.125\) hartree. This simple relation belongs to the one-term functions; the full blocks optimize the two states separately.

In the full blocks, the vertical gaps from the ground state are about 10.6 eV for \({}^3\Sigma_u^+\), 12.6 eV for \({}^3\Sigma_g^+\) and 12.9 eV for \({}^1\Sigma_u^+\). These are the gaps of this basis, and the last two are not converged to the digit shown. The block energies of those states lie about 0.05 and 0.13 eV above the CI values in the table. They lie about 0.06 and 0.15 eV above full CI in the larger aug-cc-pVQZ basis with one extra diffuse s and one extra diffuse p shell per atom, which gives gaps of about 10.6, 12.5 and 12.75 eV. The gaps are differences of upper bounds and are not themselves bounds.

The James-Coolidge energy is lower than the CI value for the first two states in the table, and higher by about 1.8 and 4.6 millihartree for the last two. Since both methods are variational, the Gaussian basis is better for those two states. The CI column is not converged either: the larger Gaussian basis mentioned above lowers its entries by 0.6 to 1.2 millihartree, and brings \({}^3\Sigma_u^+\) to −0.7841 hartree, below the block value.

Finally, remove from the ground-state block all functions in which \(j\) and \(k\) are both odd. The block shrinks from 44 to 34 functions and the energy rises from −1.17434 to −1.17314 hartree, a loss of 1.2 millihartree. The terms linear in \(\rho\) are still present, so this is the contribution of the odd-odd powers beyond what the remaining functions can describe.

The numerical check also diagonalizes the unadapted 140-function problem and labels its eight lowest eigenfunctions by inverting and exchanging Cartesian positions. Their energies agree with the corresponding block energies to within \(2\times10^{-13}\) hartree.

## Table of computed values

```
Internuclear distance R = 1.4 bohr
Exponent alpha = 0.7 (dimensionless)
Largest m+n+j+k = 4; largest p = 1
Unadapted basis functions = 140
Self-exchanged functions (m=n, j=k) = 12
Rank-test basis (m+n+j+k<=2, p<=2): 45 functions
1Sigma_g+: rank-test dimension = 18
3Sigma_g+: rank-test dimension = 9
1Sigma_u+: rank-test dimension = 9
3Sigma_u+: rank-test dimension = 9
1Sigma_g+: block size = 44
1Sigma_g+: one-term energy = -1.07354 hartree
1Sigma_g+: lowest block energy = -1.17434 hartree
1Sigma_g+: Gaussian full-CI energy = -1.17263 hartree
3Sigma_g+: block size = 32
3Sigma_g+: one-term energy = -0.57353 hartree
3Sigma_g+: lowest block energy = -0.71097 hartree
3Sigma_g+: Gaussian full-CI energy = -0.71273 hartree
1Sigma_u+: block size = 32
1Sigma_u+: one-term energy = -0.36051 hartree
1Sigma_u+: lowest block energy = -0.69998 hartree
1Sigma_u+: Gaussian full-CI energy = -0.70461 hartree
3Sigma_u+: block size = 32
3Sigma_u+: one-term energy = -0.61058 hartree
3Sigma_u+: lowest block energy = -0.78357 hartree
3Sigma_u+: Gaussian full-CI energy = -0.78339 hartree
3Sigma_g+: vertical gap from 1Sigma_g+ = 12.609 eV
1Sigma_u+: vertical gap from 1Sigma_g+ = 12.908 eV
3Sigma_u+: vertical gap from 1Sigma_g+ = 10.633 eV
Ground block without odd-odd powers: 34 functions
Ground energy without odd-odd powers = -1.17314 hartree
Energy lost by that removal = 1.195 millihartree
Unadapted levels labelled and compared = 8
Largest full-versus-block difference = 1.6e-13 hartree
```
